# Why Local Updates of Phonon Paths Are Slow, and the Cure

**Q:** I simulate electrons coupled to a lattice vibration. My program changes the phonon displacement at one imaginary time, accepts or rejects, and goes on. Nearly half the proposals are accepted, yet the average displacement hardly moves. What is holding it back?

**A:** Leave the electrons out first, because when the time step is short compared with the vibration period, a difficulty is already there without them. Take one mode of mass $M$ and frequency $\omega>0$, with $\hbar=1$. At inverse temperature $\beta$ its displacement becomes a closed path $x_0,\dots,x_{L-1}$ of $L$ slices, with $\beta=L\Delta\tau$ and $x_L=x_0$. The paths have weight $e^{-S}$, where

$$S=\Delta\tau\sum_l\left[\frac{M(x_{l+1}-x_l)^2}{2\Delta\tau^2}+\frac{M\omega^2x_l^2}{2}\right]=\tfrac12x^TAx .$$

Each $x_l$ occurs in two kinetic terms, so $A_{ll}=2M/\Delta\tau+M\omega^2\Delta\tau\equiv D$. The cross term $-Mx_lx_{l+1}/\Delta\tau$ gives $A_{l,l\pm1}=-M/\Delta\tau$. All other elements vanish.

With its neighbours fixed, a slice has a Gaussian distribution of variance $1/D$. The kinetic term is a spring of strength $M/\Delta\tau$, which stiffens as the time step shrinks. The spring holds one slice close to its neighbours, but it does not oppose a displacement of the whole path. Your moves are limited by the stiff motion, while the average displacement needs the soft one.

**Q:** How different are the two stiffnesses?

**A:** Translation symmetry in imaginary time makes plane waves $e^{2\pi ikl/L}$ eigenvectors of $A$. Applying $A$ to one of them gives

$$\lambda_k=M\omega^2\Delta\tau+\frac{2M}{\Delta\tau}\left(1-\cos\frac{2\pi k}{L}\right)
=M\Delta\tau\left[\omega^2+\frac{4}{\Delta\tau^2}\sin^2\frac{\pi k}{L}\right],$$

by $1-\cos2y=2\sin^2y$. The softest mode is $k=0$, the rigid shift, with $\lambda_0=M\omega^2\Delta\tau$. For even $L$ the stiffest is the zigzag $k=L/2$, where the sine is 1. Writing $a=\omega\Delta\tau$, the condition number is

$$\kappa=\frac{\lambda_{L/2}}{\lambda_0}=1+\frac{4}{a^2}.$$

For odd $L$ a perfect zigzag does not close on itself. The largest sine is then $\cos(\pi/2L)$, and $4/a^2$ is multiplied by $\cos^2(\pi/2L)$. I assume even $L$ from here on.

As numbers, take the electron hopping $t$ as energy unit, $\omega=0.5\,t$, $\Delta\tau=0.1/t$ and $L=128$, so $\beta=12.8/t$. Then $a=0.05$ and $\kappa=1+4/0.0025=1601$. The eigenvalues run from $0.025$ to $40.025\,Mt$.

**Q:** Does $\kappa$ have a meaning I could see in a picture of the path?

**A:** Yes, it measures how many slices move together. The covariance $C=A^{-1}$ depends on the separation $l$, and for $l\ne0$ the equation $AC=1$ reads

$$(2+a^2)C_l-C_{l-1}-C_{l+1}=0 .$$

Exponentials $e^{\pm l/\xi}$ solve it if $2\cosh(1/\xi)=2+a^2$, that is, if $2\sinh(1/2\xi)=a$. The periodic symmetric combination is $C_l\propto\cosh[(L/2-l)/\xi]$. Inserting $a$ into the condition number,

$$\kappa=1+\frac1{\sinh^2(1/2\xi)}=\coth^2\frac1{2\xi}\approx4\xi^2\qquad(\xi\gg1).$$

Here $\xi=20.0$ slices, or about $1/\omega$ in imaginary time. Once $a$ is small, a finer time step hardly changes that physical time, but it divides it into more slices. In the opposite limit $a\gg1$, $\kappa$ tends to 1 and the slices are nearly independent. Local updates are then fast, but the time step is too coarse to resolve the oscillator.

**Q:** A ratio of stiffnesses is not yet a waiting time. How do you get from one to the other?

**A:** Consider the heat bath: pick a slice at random and redraw it from its conditional distribution. Completing the square in $S$ as a function of $x_l$ gives the conditional mean

$$\mu_l=-\frac1D\sum_{j\ne l}A_{lj}x_j=x_l-\frac{(Ax)_l}{D}.$$

Each slice is chosen with probability $1/L$, so the new path, averaged over the choice and the noise, is $x-Ax/(LD)$. Mode $k$ is multiplied by $1-\lambda_k/(LD)$ per move. A sweep is $L$ moves, and I define the rate per sweep as $L$ times the loss per move, which is $\lambda_k/D$. Now

$$\lambda_0+\lambda_{L/2}=2M\omega^2\Delta\tau+\frac{4M}{\Delta\tau}=2D ,$$

so the slowest mode has

$$\text{rate}=\frac{\lambda_0}{D}=\frac{2\lambda_0}{\lambda_0+\lambda_{L/2}}=\frac2{\kappa+1},\qquad \text{time}=\frac{\kappa+1}2=801\ \text{sweeps}.$$

The same number follows from a random walk. The path mean $\bar x$ has variance $\sum_{ij}C_{ij}/L^2=1/(L\lambda_0)$, since the uniform vector is the mode $k=0$. This is $1/(128\times0.025)=0.3125$ in units of $1/(Mt)$, an rms value of $0.559$. In one move the old and new values of the slice are independent draws of variance $1/D$, so their difference has variance $2/D$. The mean shifts by an rms amount $\sqrt{2/D}/L=0.00247$. For a stationary quantity with correlation $C_{\bar x}(n)$ after $n$ moves,

$$\langle(\Delta\bar x)^2\rangle=2\,\mathrm{Var}(\bar x)\,[1-C_{\bar x}(1)] .$$

The time in moves is therefore $2\times0.3125/(0.00247)^2\approx1.02\times10^5$, and division by 128 again gives about 801 sweeps.

At fixed $\beta$ and small $\Delta\tau$, the number of sweeps grows as $1/\Delta\tau^2$. Each sweep has $L\propto1/\Delta\tau$ moves, so the total number of moves grows as $1/\Delta\tau^3$.

**Q:** Could a cleverer one-slice move escape this?

**A:** Not if every move draws its slice afresh at random, independently of the path and of earlier moves, and obeys detailed balance. A shuffled order that visits each slice once per sweep is not covered by the following bound and can beat it. Let the slice jump by $\delta$. With the other slices fixed, its old and new values both have variance $1/D$, and their covariance cannot be below $-1/D$. Hence $\langle\delta^2\rangle\le4/D$. With $\Delta\bar x=\delta/L$ and $\mathrm{Var}(\bar x)=1/(L\lambda_0)$,

$$1-C_{\bar x}(1)=\frac{\langle\delta^2\rangle}{L^2}\,\frac{L\lambda_0}{2}=\frac{\lambda_0\langle\delta^2\rangle}{2L}\le\frac{2\lambda_0}{LD}=\frac{4}{L(\kappa+1)} .$$

This limits later times too. Detailed balance makes the update a symmetric operator under the equilibrium weight, so $C_{\bar x}(n)$ is an average of $s^n$ over a probability distribution of eigenvalues $s$ in $[-1,1]$. For even $n$ the function $s^n$ is convex, and therefore $C_{\bar x}(n)\ge[C_{\bar x}(1)]^n$. The time is at least $(\kappa+1)/4$, or about 400 sweeps here.

**Q:** My own moves are Metropolis moves with a uniform trial step. Where do they stand?

**A:** Measure the trial step in conditional widths, $u=\sqrt D\,|d|$. If the slice starts at distance $y$ from its conditional mean, the action rises by $r=\tfrac D2(2yd+d^2)$. Since $y$ is Gaussian with variance $1/D$, $r$ is Gaussian with mean $u^2/2$ and variance $u^2$. Its density obeys $e^{-r}p(r)=p(-r)$, as completing the square shows. The average acceptance is therefore

$$\int_{-\infty}^0p(r)\,dr+\int_0^\infty e^{-r}p(r)\,dr=2\int_{-\infty}^0p(r)\,dr=\operatorname{erfc}\frac{u}{\sqrt8}.$$

For trial steps uniform in $[-h,h]/\sqrt D$ the mean-square jump is $J/D$, with

$$J(h)=\frac1h\int_0^hu^2\operatorname{erfc}\frac{u}{\sqrt8}\,du .$$

Its maximum is $J=0.880$ at $h=3.70$, against 2 for the heat bath and the ceiling of 4. Inserting $\langle\delta^2\rangle=J/D$ above gives $1-C_{\bar x}(1)=J/[L(\kappa+1)]$, hence a time of at least $1602/0.880\approx1820$ sweeps. Below this optimal $h$, smaller steps raise the acceptance but reduce the jump, so a high acceptance does not show that the path is moving.

This was tested by simulation on a small path with $L=16$ and $a=0.5$, so $\kappa=17$. After 10 sweeps, or 160 moves, the bound is $[1-0.880/(16\times18)]^{160}=0.613$. The measured correlation of the mean was $0.610$. With 40,000 independent chains the statistical error is about $(1-0.61^2)/\sqrt{40000}\approx0.003$, so the measured value, which lies about one standard error below the bound, is consistent with it. A run of this size cannot resolve an excess of the true correlation over the bound of a few thousandths.

**Q:** You keep saying "at random". Does the order of the slices matter?

**A:** It does. Update all even slices, then all odd ones, and replace the conditional mean by the overrelaxed value $(1-w)x_l+w\mu_l$ with $0<w<2$. Adding noise of variance $w(2-w)/D$ keeps the conditional variance, because $(1-w)^2+w(2-w)=1$.

For wave number $q$, let the even and odd slices have amplitudes $e$ and $o$. Since $\mu_l=(x_{l-1}+x_{l+1})/(2+a^2)$, each sublattice sees the other multiplied by $j=2\cos q/(2+a^2)$:

$$e'=(1-w)e+wj\,o,\qquad o'=(1-w)o+wj\,e'.$$

Substituting $e'$ into the second equation gives a two-by-two matrix with trace $2(1-w)+w^2j^2$ and determinant $(1-w)^2$. Its eigenvalues $\nu$ therefore satisfy

$$(\nu+w-1)^2=w^2j^2\nu .$$

The largest $|j|$ is $j_0=2/(2+a^2)=(\kappa-1)/(\kappa+1)$. For the plain heat bath, $w=1$, the larger eigenvalue is $j_0^2=0.9975$, a time of 400 sweeps. Order alone gains a factor of two.

Now raise $w$. While the roots are real, put $\nu=s^2$, so that $f(s)=j_0s-1+(1-s^2)/w=0$. At the larger root $f$ falls with $s$, and at fixed $s<1$ it falls with $w$, so the root decreases. Once the roots are complex, their modulus is the square root of the determinant, $w-1$, which grows. The optimum is where they meet, $w^2j_0^2=4(w-1)$. Using $\sqrt{1-j_0^2}=2\sqrt\kappa/(\kappa+1)$,

$$w=\frac{2}{1+\sqrt{1-j_0^2}}=\frac{2(\kappa+1)}{(\sqrt\kappa+1)^2},\qquad
w-1=\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^2 .$$

Modes with smaller nonzero $|j|$ have complex roots there, with the same modulus; for $j=0$ both roots are real and equal to $1-w$, again with that modulus. The numbers are $w=1.905$ and a factor $0.905$ per sweep, a time of 10 sweeps, or $\sqrt\kappa/4$. The double root adds a prefactor linear in the number of sweeps, so this is the asymptotic rate. The memory of a uniform displacement lasts somewhat longer: it first falls below $1/e$ after 22 sweeps.

Slowness proportional to $\kappa$ is thus not a property of every local scheme: ordered sweeps with tuned overrelaxation escape it, although order alone does not free the heat bath from it. The tuned scheme uses the known Gaussian conditional distribution, however, and the electrons spoil that.

**Q:** Then I would move all slices at once, with hybrid Monte Carlo. Does that settle it?

**A:** Only partly, if all slices have the same fictitious mass. The method adds momenta $p$ and follows the motion of $H=\tfrac12p^Tm^{-1}p+S$ in a fictitious time. With $m=1$, mode $k$ oscillates at $\Omega_k=\sqrt{\lambda_k}$, and the frequencies span a ratio $\sqrt\kappa$.

The leapfrog rule with step $\epsilon$ gives, for each mode,

$$x_{n+1}-2x_n+x_{n-1}=-\epsilon^2\Omega_k^2x_n .$$

Inserting $x_n=\cos n\theta_k$ yields $2-2\cos\theta_k=\epsilon^2\Omega_k^2$, or $\sin(\theta_k/2)=\epsilon\Omega_k/2$. A real angle for the zigzag, without a marginal double root, requires $\epsilon\Omega_{L/2}<2$. The rigid shift then turns slowly: $\sin(\theta_0/2)<\Omega_0/\Omega_{L/2}=1/\sqrt\kappa$. It loses its memory after a quarter turn, $N\theta_0=\pi/2$, so

$$N>\frac{\pi}{4\arcsin(1/\sqrt\kappa)}\approx\frac\pi4\sqrt\kappa .$$

This bound is 31.4 here, and 32 steps were counted at 0.99 of the stability limit. In practice one stays further below the limit to keep a good acceptance, and needs more steps.

There is a second defect. After a quarter period of the slow mode, mode $k$ still contains its old amplitude times $\cos(\Omega_k\pi/2\Omega_0)$. For some fast modes this has magnitude near 1: the largest value, computed with exact motion, is 1.0000 to the digits given. Those modes have returned to their old amplitude, perhaps with reversed sign. Varying the trajectory length avoids a fixed coincidence of this kind, but not the cost $\sqrt\kappa$.

**Q:** Can the fast modes be slowed down without changing the physics?

**A:** Yes, by making them heavy. The masses change the fictitious motion, but in the joint weight $e^{-H}$ they enter only the Gaussian factor of the momenta. Integrating over the momenta leaves $e^{-S}$ for the path. We are free to choose

$$m_k=\frac{\lambda_k}{\lambda_0}=1+\frac{4}{a^2}\sin^2\frac{\pi k}{L},$$

which runs from 1 for the rigid shift to $\kappa=1601$ for the zigzag. Now $\Omega_k^2=\lambda_k/m_k=\lambda_0$ for every $k$. The matrix that governs the motion, $m^{-1}A=\lambda_0\mathbb 1$, has condition number 1.

With a common frequency $\Omega=\sqrt{\lambda_0}$ the exact motion is

$$x_k(T)=x_k(0)\cos\Omega T+\frac{p_k(0)}{m_k\Omega}\sin\Omega T .$$

At $T=\pi/(2\Omega)$, which is $9.93/\sqrt{Mt}$ here, the old path drops out of all modes together. What remains has variance

$$\frac{\langle|p_k|^2\rangle}{m_k^2\Omega^2}=\frac{m_k}{m_k^2\lambda_0}=\frac1{\lambda_k},$$

which is the equilibrium value. One trajectory yields an independent path. A test with the full matrices confirmed both the loss of memory and the covariance $A^{-1}$. The length must be chosen with care, because all modes now share every accident: after half a period the path is merely $-x(0)$.

**Q:** Is this still a local update, with different masses?

**A:** No. In the slice representation the velocity is $m^{-1}p=\lambda_0A^{-1}p$, and $A^{-1}$ has range $\xi$. A push on one slice sets about $\xi=20$ slices on either side in motion with it. The update moves the path in the pieces in which it naturally fluctuates, and so it is global.

It is nevertheless cheap. Fourier transform white noise, multiply by $\sqrt{m_k}$, and transform back to obtain the momenta; they are real because $m_k=m_{L-k}$. The free motion is a rotation in each Fourier mode. With the fast Fourier transform the work is of order $L\ln L$.

**Q:** My electrons are still missing. Does their force undo the gain?

**A:** It limits the gain, but it need not bring back the dependence on $\Delta\tau$. Suppose the electrons multiply the weight by a positive, smooth $W(x)$, and let $V$ be the Hessian of $-\ln W$ at the path considered. Compare its eigenvalues with the softest free one:

$$v_-\lambda_0\le V\le v_+\lambda_0,\qquad -1<v_-\le0\le v_+ .$$

For any direction $y$, the curvature relative to the free one is

$$\frac{y^T(A+V)y}{y^TAy}=1+\frac{y^TVy}{y^TAy}.$$

Because $y^TAy\ge\lambda_0y^Ty$, the last term lies between $v_-$ and $v_+$. Since $m=A/\lambda_0$, the condition number left after the change of masses obeys

$$\kappa_{\rm left}\le\frac{1+v_+}{1+v_-}.$$

The time step does not appear, provided $v_\pm$ stay fixed as it shrinks. A random, non-uniform $V$ between $-0.6\lambda_0$ and $0.3\lambda_0$ gave 1.18, well inside the bound $1.3/0.4=3.25$. The last term equals a nonzero $v_-$ or $v_+$ only along a direction that is both the corresponding extreme direction of $V$ and the softest mode of $A$. That mode is non-degenerate, so when $v_-$ and $v_+$ are both nonzero the bound cannot be attained, and a random $V$ aligns neither extreme with it.

**Q:** And if the electrons soften the rigid shift most of all?

**A:** Take a retarded softening $V=-\tfrac12\lambda_0K$, where $K$ decays in imaginary time at a rate $\gamma=1.0\,t$ and its rows sum to 1. Its periodic form, $\cosh[\gamma\Delta\tau(L/2-l)]$, is that of a phonon covariance with $1/\xi$ replaced by $\gamma\Delta\tau$. Its Fourier coefficients $K_k$ are therefore positive, with the largest, $K_0=1$, at $k=0$. Relative to $A$ the curvatures are $1-\tfrac12K_k\lambda_0/\lambda_k$: one half for the rigid shift, whose squared frequency is halved, and nearly 1 for the zigzag.

- At $\Delta\tau=0.2/t$ the condition number is 802 with a common mass and 2.00 with the mode masses.
- At $0.1/t$ it is 3202 and 2.00.
- At $0.05/t$ it is 12802 and 2.00.

The common-mass value is twice the free $\kappa$, because the softest eigenvalue is halved while the stiffest hardly changes.

**Q:** What would I change in my code, and when should I distrust it?

**A:** Draw the momenta with the masses $m_k$. Then alternate half a kick from the electronic force $\nabla\ln W$, the free rotation over a short time, and another half kick. This sequence is reversible and preserves volume in phase space, so accepting with probability $\min(1,e^{-\Delta H})$ removes the bias of a finite step. Here $H$ must include the electrons, $H=\tfrac12p^Tm^{-1}p+S-\ln W$; without the last term the acceptance step would restore the free distribution $e^{-S}$. The free motion is exact, so the stiff springs no longer limit the step. The electronic force still does, and the rotation in one step must stay well below half a turn, near which even a weak force can make the motion unstable.

Three limits remain. As $\omega\to0$, $\lambda_0$ vanishes and $\kappa$ diverges; a free uniform translation has no restoring force and no equilibrium width, and these masses are then undefined. As $v_-\to-1$, the bound becomes useless; if the corresponding direction of $V$ is the rigid shift, the electrons do nearly cancel its restoring force. Finally, the argument concerns local curvature. If the total action $S-\ln W$ has separate valleys, or $W$ vanishes on a surface between them, equal frequencies within a valley do not by themselves carry the path across. The average displacement may then be stuck for a reason that no choice of masses in this quadratic analysis removes.

## Values computed for the example and the checks

```
phonon frequency omega = 0.5 t
time step dtau = 0.1 /t
inverse temperature beta = 12.8 /t, slices L = 128
omega*dtau = 0.050 (dimensionless)
lowest eigenvalue of A = 0.0250 M t
highest eigenvalue of A = 40.0250 M t
diagonal element D = 20.0250 M t
condition number kappa = 1601.00
same omega*dtau, odd L = 9: condition number = 1552.75
correlation length xi = 20.002 slices, sqrt(kappa) = 40.012
rms x of one slice = 1.0015 /sqrt(M t)
rms x with neighbours fixed = 0.2235 /sqrt(M t)
rms path mean = 0.5590 /sqrt(M t)
rms shift of mean per heat-bath move = 0.002469 /sqrt(M t)
heat bath, random order: time = 801.0 sweeps
any reversible one-slice update: time >= 400.5 sweeps
best Metropolis half-width = 3.700 /sqrt(D)
best Metropolis mean-square jump = 0.8803 /D
Metropolis, random order: time >= 1820 sweeps
even/odd heat bath: factor per sweep = 0.997505
even/odd heat bath: time = 400.2 sweeps
tuned overrelaxation: w = 1.9048, factor = 0.9048
tuned overrelaxation: time = 10.00 sweeps
test path: L = 16, omega*dtau = 0.5, kappa = 17.00
simulated mean-square jump = 0.8802 /D
simulated correlation of mean, 10 sweeps = 0.610
lower bound, this Metropolis = 0.613
lower bound, any reversible one-slice update = 0.107
common mass: leapfrog steps for quarter turn > 31.42
common mass: steps counted at 0.99 of limit = 32
mode masses: smallest = 1.00, largest = 1601.00
quarter period, fictitious time = 9.9346 /sqrt(M t)
largest memory of old path, common mass = 1.0000
memory of old path below 1e-7, mode masses: True
free condition number with mode masses = 1.000000
random V from -0.6 to 0.3 lam0: condition = 1.184, bound = 3.250
retarded softening: strength = 0.5 lam0, decay rate = 1.0 t
dtau = 0.2 /t, L = 64: free kappa = 401, softened = 802, with mode masses = 2.0000
dtau = 0.1 /t, L = 128: free kappa = 1601, softened = 3202, with mode masses = 2.0000
dtau = 0.05 /t, L = 256: free kappa = 6401, softened = 12802, with mode masses = 2.0000
```
